Peak temperature of a metallic contact from its voltage drop

**Question**

I have a gold probe pressed on the gold pad of a semiconductor device. The drop across the contact is 0.1 V, and the metal on both sides, where I measure the voltage, is held at 300 K. I want the highest temperature inside the contact.

My attempt was to multiply the power by a thermal resistance. For that I need the size and shape of the touching spot, which I don't know, and both resistivities change as the metal heats. I have been told that "Kohlrausch heating" gives the answer from the voltage alone. How can the geometry drop out? And may I use the same formula if the 0.1 V falls in the semiconductor under the pad?

**Answer**

The geometry drops out because charge and heat flow through the same constriction. In a metal, electrons carry the charge and nearly all the heat, which fixes the ratio of the two conductivities and leaves only the voltage to be known. In a semiconductor that ratio is very different, and the formula fails badly.

**The link between the two conductivities**

Let σ be the electrical conductivity, κ the thermal conductivity and φ the electrochemical potential expressed as a voltage. Electrons at energy E contribute σ(E) to the conductivity. With x = (E − μ)/(k_B T), where μ is the chemical potential, and f the Fermi function, define

K_n = ∫ xⁿ σ(E) (−df/dx) dx.

For elastic scattering, the current density J and heat flux q are

J = −K₀ ∇φ + (k_B/e) K₁ ∇T

q = (k_B T/e) K₁ ∇φ − (k_B² T/e²) K₂ ∇T.

Thermal conductivity is defined at J = 0, where ∇φ = (k_B/e)(K₁/K₀)∇T. Inserting this in q, and using σ = K₀, gives

κ/(σT) = (k_B/e)² [K₂/K₀ − (K₁/K₀)²].

If σ(E) hardly varies over a few k_B T, K₁ vanishes because its integrand is odd. For K₂, expand −df/dx = Σ (−1)ⁿ⁺¹ n e^(−nx) for x > 0, with n = 1, 2, …, and double the half-range integral:

K₂/K₀ = 2 Σ (−1)ⁿ⁺¹ n (2/n³) = 4 Σ (−1)ⁿ⁺¹/n² = π²/3.

Hence κ = LσT, with

L = (π²/3)(k_B/e)² = 2.443 × 10⁻⁸ V²/K².

**From voltage to temperature**

Take a steady state with φ = 0 on one terminal, φ = V on the other, and both at T₀. No current or heat leaves through the sides. Transport is diffusive, and I drop the thermoelectric K₁ terms, so J = −σ∇φ and q = −κ∇T.

Charge conservation gives

∇·(σ∇φ) = 0.

The total energy flux q + φJ has no divergence. Since ∇·J = 0, this means ∇·q = −J·∇φ = σ|∇φ|², or

∇·(κ∇T) + σ|∇φ|² = 0.

Now define

ψ = LT²/2 + φ²/2 − Vφ/2.

Because σLT = κ, its gradient obeys

σ∇ψ = κ∇T + σ(φ − V/2)∇φ.

Take the divergence, using the product rule on the last term:

∇·(σ∇ψ) = ∇·(κ∇T) + σ|∇φ|² + (φ − V/2)∇·(σ∇φ) = 0.

On both terminals ψ = ψ₀ = LT₀²/2, since φ² − Vφ vanishes at φ = 0 and at φ = V. On the sides, the normal component of σ∇ψ is zero. Multiply the last equation by ψ − ψ₀ and integrate by parts. The surface term vanishes on the terminals and on the sides, leaving

∫ σ|∇ψ|² dV_ol = 0,

where dV_ol is the volume element. As σ > 0, ψ must be constant, so

T² = T₀² + φ(V − φ)/L.

No shape or size has entered, and σ may depend on position and temperature. Completing the square,

φ(V − φ) = V²/4 − (φ − V/2)²,

so the hottest surface is the one at φ = V/2:

T_max² = T₀² + V²/(4L).

For your contact,

V²/(4L) = 0.01/(4 × 2.443 × 10⁻⁸) = 102,333 K²

T_max = √(90,000 + 102,333) K ≈ 439 K, or about 165 °C.

**Where the heat is, and how sensitive the peak is**

Constant ψ also means κ∇T = −σ(φ − V/2)∇φ, which is

q = (V/2 − φ)J.

At each terminal the heat flux points outward with magnitude V|J|/2. Each side therefore receives half of the power IV, even if the two metals differ in conductivity, as long as the Peltier heat at their junction is negligible.

The hottest surface need not be the narrowest section. I solved the coupled equations numerically for a flat strip with a slit, in which the metal beyond the slit had 0.4 times the conductivity of the first. The slit was 15 grid cells wide in a strip 41 cells wide. The hottest line, φ = V/2, bulged into the poorer conductor, reaching about seven cells past the slit on the axis; the grid node nearest to it lay six cells past the slit. The peak was still 438.5 K.

For small drops, expanding the square root gives a rise of V²/(8LT₀). At 0.1 V this would be 171 K instead of 139 K, so your contact is already outside that limit. For large drops, T_max approaches V/(2√L), independent of T₀. Differentiating the full result gives

dT_max/dV = V/(4LT_max) ≈ 2.3 K/mV.

At fixed terminal temperature, a 5 mV spread in drop between nominally equal contacts thus means a spread of about 12 K in peak temperature.

**What the spot size does determine**

It sets the current. Suppose there is one circular spot of radius a between two large bodies. Try the current density

j(r) = I/(2πa√(a² − r²)).

A point current I′ entering a half-space produces the potential ρI′/(2πs) at distance s. To sum over the disc, draw chords through the observation point. On a chord of half-length h, with t measured from its midpoint, a² − r² = h² − t². The area element s ds dα cancels the 1/s, and each chord gives ∫dt/√(h² − t²) = π. The chord angle α runs over π, so

φ_spot = (ρ/2π) · (I/2πa) · π² = ρI/(4a).

This is the same at every point of the disc, as a contact surface between two equal bodies requires. The two sides together have the cold resistance R = ρ/(2a).

Heating reduces the current. Let σ = σ₀T₀/T, with σ₀ the conductivity at T₀, and define s(φ) = ∫₀^φ (T₀/T) dφ′. Then σ∇φ = σ₀∇s, so s solves the cold problem with total drop s(V). Hence I_hot/I_cold = s(V)/V. From above, T² = T_max² − (φ − V/2)²/L. Substituting φ − V/2 = √L T_max sin θ turns dφ/T into √L dθ, and

I_hot/I_cold = (2√L T₀/V) arcsin[V/(2√L T_max)] ≈ 0.767.

Take a = 1000 nm and a rough gold resistivity of 22 nΩ m. Then R = 11.0 mΩ, and

I = 0.767 × 0.1 V/11.0 mΩ ≈ 7.0 A,

with a power of 0.70 W. The resistivity of real gold rises slightly faster than T over this range, so the real current would be a few percent lower. A spot of half this radius would carry half the current at the same peak temperature, as long as transport stays diffusive.

**How this compares with real gold**

The ideal L is an approximation. Rough values for gold, 320 W/(m K) and 22 nΩ m at 300 K, give κρ/T₀ = 2.35 × 10⁻⁸ V²/K², which would raise the peak to about 443 K if that ratio held over the whole temperature range. The shift is only as good as these rough inputs.

Transport is not fully diffusive either. The free-electron mean free path is about 38 nm. A ballistic opening has resistance h/(2e²N), where N = πa² · πk_F²/(2π)² = (k_F a)²/4 is the number of modes and k_F the Fermi wave number. Added in series, this makes up 3% of the cold resistance. If that share of the voltage produced no heating at all, the peak would be about 431 K, or about 433 K with the smaller share that applies once the metal is hot; this is a crude estimate of the size of the effect, not a bound.

Imperfect heat sinking also matters. With a chosen 10 K/W from each terminal to its surroundings, both terminals warm by 3.5 K and the peak becomes 441 K. Thomson heat, with a rough Seebeck coefficient of 2 μV/K proportional to T, shifts the peak by about a millikelvin. Air conducts about 10⁻⁴ as well as gold, and radiation from a 1 mm pad is similarly small beside conduction. "Near 439 K" is therefore good to several kelvin for this spot, provided the gold on both sides is some tens of spot radii thick. Ten radii are not always enough: if the current runs sideways through such a pad to a measuring point 500 radii away, the peak is more than 10 K lower. A pad only about as thick as the spot radius also loses heat through its underside into the semiconductor. That breaks the condition of insulated sides and can lower the peak by tens of kelvin.

Two reliability limits are more serious. The mean current density is 2 × 10⁸ A/cm², far above what thin-film wiring is designed to carry continuously, and electromigration is not in the model. The example should be read as a short pulse, though one much longer than the spot's thermal time of about 8 ns, because the last part of the rise is slow: between two large bodies the peak is still about 6 K short after a hundred such times and about 2 K short after a thousand. Also, gold contacts soften at roughly 0.08 V, which corresponds to 394 K here. At 0.1 V the spot can be expected to yield and grow. At fixed current, a larger a lowers R, and with it the drop and the temperature. At fixed voltage, the predicted peak stays the same while the current rises. Melting, at roughly 1300 K, would need about 0.4 V in this model.

**If the drop is in the semiconductor**

There the lattice carries most of the heat, so κ is not LσT. Take constant κ and ρ instead. The same argument works with LT²/2 replaced by κρT:

κρT + φ²/2 − Vφ/2 = κρT₀

T_max − T₀ = V²/(8κρ).

For round values typical of a heavily doped semiconductor, κ = 100 W/(m K) and ρ = 1 mΩ cm = 10⁻⁵ Ω m, the product κρ is 10⁻³ V²/K. The ratio κρ/T₀ is then 136 times L, and the Joule rise is

0.01/(8 × 10⁻³) K = 1.25 K,

instead of 139 K. This assumes that both ends of the semiconductor are at 300 K. If no heat can leave through the pad, the pad side is the hottest place and the Joule rise becomes V²/(2κρ) = 5 K. Even this is not a full prediction. With a Seebeck coefficient of 0.2 mV/K, the Peltier heat per unit current is 0.2 mV/K × 300 K = 60 mV, comparable with the 100 mV drop. This heat is released or absorbed at the junction with the metal, and it changes the temperature wherever that junction is not held at 300 K.

A drop across a Schottky barrier is not covered by either formula, since the barrier is not a body with a local σ and κ. Before using 439 K, you therefore need to establish that the 0.1 V falls in metal: that of the probe and the pad. A voltage measured from the probe to the far side of the semiconductor does not show that. A drop in a thin silicide film under the pad does not qualify either, even if κ/σ there is close to LT, because the film loses heat to the semiconductor through its face. The pad must also be thick compared with the spot; otherwise 439 K is an overestimate. The numerical output below lists the values used here.

Computed results

```
Contact drop V = 0.100 V; terminals T0 = 300.0 K
Ideal Lorenz number L = 2.4430e-08 V^2/K^2
L from moments at T_max = 2.4426e-08 V^2/K^2
V^2/(4L) = 102333 K^2; T0^2 = 90000 K^2
T_max = 438.56 K = 165.4 deg C
Rise above terminals = 138.56 K
T_max from boundary-value solution = 438.56 K
dT_max/dV = 2.333 K/mV
dT_max/dV, numerical = 2.333 K/mV
One metal: network peak = 438.56 K
One metal: largest field error = 0.0000 K
One metal: hottest node 0 cells past slit
One metal: potential there = 50.00 mV
One metal: I_hot/I_cold = 0.7668
One metal: heat share of left terminal = 0.5000
Two metals: network peak = 438.54 K
Two metals: largest field error = 0.0423 K
Two metals: hottest node 6 cells past slit
Two metals: potential there = 50.27 mV
Two metals: I_hot/I_cold = 0.7666
Two metals: heat share of left terminal = 0.5000
I_hot/I_cold from formula = 0.7666
Disc potential / (rho I/a) at r/a = 0.2, 0.5, 0.8: 0.25000, 0.25000, 0.25000
Gold, rough: resistivity = 22 nohm m
Gold, rough: electron density = 59 nm^-3
Gold, rough: thermal conductivity = 320 W/(m K)
Gold, rough: Seebeck coefficient = 2 uV/K
Gold, rough: heat capacity = 2.5 MJ/(m^3 K)
Spot radius = 1000 nm
Cold spot resistance = 11.00 mohm
Hot current = 6.97 A; power = 0.697 W
Mean current density = 2.22e+08 A/cm^2
Gold Lorenz ratio from rough data = 2.347e-08 V^2/K^2
T_max with that ratio = 443.3 K
Thomson shift of T_max = -0.0012 K
Electron mean free path at 300 K = 38.1 nm
Sharvin resistance = 0.356 mohm
Ballistic share of resistance = 3.13 %
T_max if that share gives no heating = 431.3 K
Terminal rise at 10 K/W each = 3.48 K
T_max with warmed terminals = 440.9 K
Air/gold thermal conductivity ratio = 9.4e-05
Radiation/conduction ratio, 1 mm pad = 6.0e-05
Thermal settling scale of spot = 7.8 ns
Rough softening voltage 0.08 V gives 394 K
Drop to reach rough melting point 1340 K = 0.41 V
Semiconductor: kappa = 100 W/(m K), rho = 1 mohm cm
Semiconductor: kappa rho/T0 over L = 136
Semiconductor: rise, formula = 1.250 K
Semiconductor: rise, network = 1.250 K
Semiconductor: Peltier voltage at 0.2 mV/K = 60 mV
```
